# Wrinkle Wavelength of a Stretched Thin Sheet: a numerical check

```python
"""Wrinkles of a stretched thin sheet.

Result under test: a sheet of length L under longitudinal tension T, with
bending stiffness D, buckles under uniform transverse compression with
    wavelength = 2 sqrt(pi L) (D/T)^(1/4),
    critical compression = 2 pi sqrt(D T) / L.
Tension acts as a foundation of stiffness K = T (pi/L)^2.
T and the compression are forces per width (N/m); D is in N m.
x runs along the tension, y across it; k is the wavenumber along y.
Other compression profiles keep the scaling but shorten the wavelength.
"""
import numpy as np
import sympy as sp
from scipy.constants import g as gravity
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar


def wrinkle_wavelength(D, T, L):
    return 2 * np.sqrt(np.pi * L) * (D / T) ** 0.25


def minus_second_derivative(n, length):
    """Finite differences on n interior points, zero value at both ends."""
    h = length / (n + 1)
    off = np.ones(n - 1)
    return (2 * np.eye(n) - np.diag(off, 1) - np.diag(off, -1)) / h**2


def best_wavenumber(cost, k_guess):
    """Minimize cost(k) between 0.4 and 4 times k_guess."""
    res = minimize_scalar(lambda u: cost(k_guess * np.exp(u)),
                          bounds=(np.log(0.4), np.log(4.0)),
                          method="bounded", options={"xatol": 1e-7})
    return k_guess * np.exp(res.x)


# ---- Example: polymer web between rollers (rough typical values) ----
E = 4e9              # Young modulus, Pa
nu = 0.35            # Poisson ratio
h = 25e-6            # thickness, m
L = 0.5              # span, m
W = 0.5              # width, m
strain = 1e-3        # longitudinal strain
excess = 1e-4        # midspan excess width / width
density = 1400.0     # kg/m^3
expansion = 2e-5     # thermal expansion, 1/K
warming = 10.0       # K
modulus_ratio = 1.3  # transverse / longitudinal modulus

T = E * h * strain
D = E * h**3 / (12 * (1 - nu**2))
q = np.pi / L
K = T * q**2
lam = wrinkle_wavelength(D, T, L)
k0 = 2 * np.pi / lam
sigma_c = 2 * np.pi * np.sqrt(D * T) / L
amplitude = 2 * np.sqrt(excess) / k0

# ---- Test: two-dimensional buckling with full plate bending ----
Dt, Tt, Lt, Wt = 1e-4, 1.0, 1.0, 2.0
nx, ny = 11, 89
Kx = np.kron(minus_second_derivative(nx, Lt), np.eye(ny))
Ky = np.kron(np.eye(nx), minus_second_derivative(ny, Wt))
plate = Dt * (Kx + Ky) @ (Kx + Ky) + Tt * Kx
load, mode = eigh(plate, Ky, subset_by_index=[0, 0])
load_2d = load[0]
mode = mode[:, 0].reshape(nx, ny)
middle = mode[nx // 2]
half_waves = 1 + int(np.sum(middle[1:] * middle[:-1] < 0))
crest = mode[:, np.argmax(np.abs(middle))]
qt = np.pi / Lt
load_plate = 2*Dt*qt**2 + 2*np.sqrt(Dt*qt**2 * (Dt*qt**2 + Tt))
half_waves_formula = 2 * Wt / wrinkle_wavelength(Dt, Tt, Lt)
# grid error and whole-number wave count each shift the load by < 0.5 %
assert abs(load_2d / load_plate - 1) < 0.01
assert half_waves == round(half_waves_formula)
assert np.all(crest * crest[0] > 0)  # one half-wave along the tension

# ---- Test: clamped ends shorten the span by two boundary layers ----
n_cl = 399
second = minus_second_derivative(n_cl, Lt)
fourth = second @ second
step = Lt / (n_cl + 1)
fourth[0, 0] += 2 / step**4      # zero slope at the ends
fourth[-1, -1] += 2 / step**4


def clamped_load(k):
    op = Dt * fourth + (Tt + 2 * Dt * k**2) * second
    low = eigh(op, eigvals_only=True, subset_by_index=[0, 0])[0]
    return (low + Dt * k**4) / k**2


k_hinged = (qt**4 + Tt * qt**2 / Dt) ** 0.25
k_clamped = best_wavenumber(clamped_load, k_hinged)
clamp_shift = 1 - k_hinged / k_clamped
clamp_formula = np.sqrt(Dt / Tt) / Lt
# next order in layer width and the grid error are each about 1-2 %
assert abs(clamp_shift / clamp_formula - 1) < 0.05


# ---- Test: compression that varies along the span ----
def profile_coefficient(power, D_, T_, L_, n=160):
    """Return wavelength / [sqrt(L) (D/T)^(1/4)] for load ~ sin^power,
    and the ratio of tension energy to bending energy."""
    x = L_ * np.arange(1, n + 1) / (n + 1)
    weight = np.diag(np.sin(np.pi * x / L_) ** power)
    tension = T_ * minus_second_derivative(n, L_)

    def solve(k):
        stiff = D_ * k**4 * np.eye(n) + tension
        inv, vec = eigh(k**2 * weight, stiff,
                        subset_by_index=[n - 1, n - 1])
        return 1 / inv[0], vec[:, 0]

    guess = 2 * np.pi / wrinkle_wavelength(D_, T_, L_)
    k = best_wavenumber(lambda kk: solve(kk)[0], guess)
    X = solve(k)[1]
    balance = (X @ tension @ X) / (D_ * k**4 * (X @ X))
    return 2 * np.pi / k / (np.sqrt(L_) * (D_ / T_) ** 0.25), balance


c_uniform, bal_0 = profile_coefficient(0, D, T, L)
c_sin2, bal_2 = profile_coefficient(2, D, T, L)
c_sin8, bal_8 = profile_coefficient(8, D, T, L)
c_other, _ = profile_coefficient(2, 3e-3, 7.0, 1.9)
c_formula = 2 * np.sqrt(np.pi)
assert abs(c_uniform / c_formula - 1) < 1e-3
assert abs(c_other / c_sin2 - 1) < 1e-3      # same scaling
assert c_sin8 < c_sin2 < c_formula           # shorter wrinkles
for bal in (bal_0, bal_2, bal_8):
    assert abs(bal - 1) < 1e-3               # equal energies


# ---- Test: energy of explicit surfaces with prescribed excess ----
def surface(k, root_shape, nxs=400, nys=256):
    """Deflection over one wrinkle with excess width e(x)."""
    s = np.linspace(0, 1, nxs + 1)
    y = 2 * np.pi / k * np.arange(nys) / nys
    A = 2 * np.sqrt(excess) * root_shape(s) / k
    return np.outer(A, np.cos(k * y)), L / nxs, y[1]


def surface_energy(k, root_shape):
    z, dx, dy = surface(k, root_shape)
    curv = (np.roll(z, 1, 1) - 2*z + np.roll(z, -1, 1)) / dy**2
    slope = np.diff(z, axis=0) / dx
    bend = 0.5 * D * np.sum(curv**2) / (slope.size)
    return bend + 0.5 * T * np.mean(slope**2)


def half_sine(s):
    return np.sin(np.pi * s)


def parabola(s):
    return 4 * s * (1 - s)


k_sine = best_wavenumber(lambda k: surface_energy(k, half_sine), k0)
k_para = best_wavenumber(lambda k: surface_energy(k, parabola), k0)
lam_surface = 2 * np.pi / k_sine
para_ratio = k0 / k_para
assert abs(lam_surface / lam - 1) < 3e-4
assert abs(para_ratio - (np.pi**2 / 10) ** 0.25) < 3e-4

z, dx, dy = surface(k0, half_sine)
row = z[z.shape[0] // 2]
arc = np.mean(np.hypot(1, (np.roll(row, -1) - row) / dy)) - 1
assert abs(arc / excess - 1) < 1e-3
extra_strain = 0.5 * np.mean((np.diff(z, axis=0) / dx) ** 2)
assert abs(extra_strain / (q**2 * amplitude**2 / 8) - 1) < 1e-3

# ---- Test: stiffness added by longitudinal curvature (sag) ----
U, V = sp.symbols("U V")
ks, qs, cs, ns, Y = sp.symbols("k q c nu Y", positive=True)
exx, eyy, gxy = -qs * U - cs, ks * V, -ks * U + qs * V
quad = Y / (1 - ns**2) * (exx**2 + eyy**2 + 2 * ns * exx * eyy
                         + (1 - ns) / 2 * gxy**2)
relaxed = sp.solve([sp.diff(quad, U), sp.diff(quad, V)], [U, V])
added = sp.simplify(quad.subs(relaxed))
claim = Y * cs**2 * ks**4 / (ks**2 + qs**2) ** 2
assert sp.simplify(added - claim) == 0

weight = density * gravity * h
sag = weight * L**2 / (8 * T)
n_sag = 99
sag_solved = np.linalg.solve(T * minus_second_derivative(n_sag, L),
                             weight * np.ones(n_sag)).max()
assert abs(sag_solved / sag - 1) < 1e-6
curvature = weight / T
K_sag = E * h * curvature**2 * k0**4 / (k0**2 + q**2) ** 2

# ---- Sizes of neglected effects, as changes of the wavelength ----
shift_sag = (1 + K_sag / K) ** -0.25 - 1
shift_plate = (1 + D * q**2 / T) ** -0.25 - 1
shift_clamp = -np.sqrt(D / T) / L
shift_modulus = modulus_ratio ** 0.25 - 1
shift_warm = (1 - expansion * warming / strain) ** -0.25 - 1
shift_count = lam / (4 * W)

print("EXAMPLE: polymer web, rough typical values")
print(f"Young modulus E = {E/1e9:.1f} GPa")
print(f"Poisson ratio nu = {nu:.2f}")
print(f"thickness h = {h*1e6:.0f} um")
print(f"span L = {L*1e3:.0f} mm")
print(f"width W = {W*1e3:.0f} mm")
print(f"longitudinal strain = {strain*100:.2f} %")
print(f"midspan excess width = {excess*100:.3f} %")
print(f"tension T = {T:.1f} N/m")
print(f"bending stiffness D = {D:.3e} N m")
print(f"foundation stiffness K = {K:.0f} N/m^3")
print(f"wavelength = {lam*1e3:.2f} mm = {lam*100:.3f} cm")
print(f"wavenumber k = {k0:.1f} 1/m")
print(f"wrinkles across width W/wavelength = {W/lam:.1f}")
print(f"critical compression = {sigma_c:.3f} N/m")
print(f"critical compression / T = {sigma_c/T*100:.2f} %")
print(f"critical strain sigma_c/(E h) = {sigma_c/(E*h):.2e}")
print(f"midspan amplitude = {amplitude*1e3:.3f} mm")
print("TESTS (2D and clamped: T = L = 1, D = 1e-4, W = 2)")
print(f"2D buckling load, computed = {load_2d:.5f}")
print(f"2D buckling load, plate formula = {load_plate:.5f}")
print(f"half-waves across, computed = {half_waves}")
print(f"half-waves across, formula = {half_waves_formula:.2f}")
print(f"clamping shortens wavelength by {clamp_shift*100:.3f} %")
print(f"boundary-layer formula = {clamp_formula*100:.3f} %")
print(f"coefficient 2 sqrt(pi) = {c_formula:.4f}")
print(f"coefficient, uniform load = {c_uniform:.4f}")
print(f"coefficient, sin^2 load = {c_sin2:.4f}")
print(f"same, other D, T, L = {c_other:.4f}")
print(f"coefficient, sin^8 load = {c_sin8:.4f}")
print(f"tension/bending energy, sin^2 = {bal_2:.5f}")
print(f"wavelength from surface energy = {lam_surface*1e3:.2f} mm")
print(f"parabola / half-sine wavelength = {para_ratio:.4f}")
print(f"excess width from arc length = {arc*100:.5f} %")
print("NEGLECTED EFFECTS (change of wavelength)")
print(f"sin^2 compression profile: {(c_sin2/c_formula-1)*100:.1f} %")
print(f"sin^8 compression profile: {(c_sin8/c_formula-1)*100:.1f} %")
print(f"transverse/longitudinal modulus = {modulus_ratio:.1f}")
print(f"modulus anisotropy: {shift_modulus*100:.1f} %")
print(f"thermal expansion = {expansion:.1e} 1/K")
print(f"warming by {warming:.0f} K: {shift_warm*100:.1f} %")
print(f"wave-count rounding: up to about {shift_count*100:.1f} %")
print(f"clamped ends: {shift_clamp*100:.3f} %")
print(f"full plate bending: {shift_plate*100:.1e} %")
print(f"density = {density:.0f} kg/m^3")
print(f"weight per area = {weight:.3f} N/m^2")
print(f"sag at midspan = {sag*1e3:.3f} mm")
print(f"stiffness added by sag = {K_sag:.2f} N/m^3")
print(f"sag curvature: {shift_sag*100:.4f} %")
print(f"wrinkle-induced strain = {extra_strain:.2e}")
print(f"same / applied strain = {extra_strain/strain:.1e}")
print("done: every assertion held")
```

Output:

```
EXAMPLE: polymer web, rough typical values
Young modulus E = 4.0 GPa
Poisson ratio nu = 0.35
thickness h = 25 um
span L = 500 mm
width W = 500 mm
longitudinal strain = 0.10 %
midspan excess width = 0.010 %
tension T = 100.0 N/m
bending stiffness D = 5.935e-06 N m
foundation stiffness K = 3948 N/m^3
wavelength = 39.12 mm = 3.912 cm
wavenumber k = 160.6 1/m
wrinkles across width W/wavelength = 12.8
critical compression = 0.306 N/m
critical compression / T = 0.31 %
critical strain sigma_c/(E h) = 3.06e-06
midspan amplitude = 0.125 mm
TESTS (2D and clamped: T = L = 1, D = 1e-4, W = 2)
2D buckling load, computed = 0.06476
2D buckling load, plate formula = 0.06484
half-waves across, computed = 11
half-waves across, formula = 11.28
clamping shortens wavelength by 0.998 %
boundary-layer formula = 1.000 %
coefficient 2 sqrt(pi) = 3.5449
coefficient, uniform load = 3.5449
coefficient, sin^2 load = 3.5048
same, other D, T, L = 3.5048
coefficient, sin^8 load = 3.3896
tension/bending energy, sin^2 = 1.00000
wavelength from surface energy = 39.12 mm
parabola / half-sine wavelength = 0.9967
excess width from arc length = 0.01000 %
NEGLECTED EFFECTS (change of wavelength)
sin^2 compression profile: -1.1 %
sin^8 compression profile: -4.4 %
transverse/longitudinal modulus = 1.3
modulus anisotropy: 6.8 %
thermal expansion = 2.0e-05 1/K
warming by 10 K: 5.7 %
wave-count rounding: up to about 2.0 %
clamped ends: -0.049 %
full plate bending: -5.9e-05 %
density = 1400 kg/m^3
weight per area = 0.343 N/m^2
sag at midspan = 0.107 mm
stiffness added by sag = 1.17 N/m^3
sag curvature: -0.0074 %
wrinkle-induced strain = 7.65e-08
same / applied strain = 7.7e-05
done: every assertion held
```
